# Rotatory Strengths: Mixed Response, Sum Rule and Origin Independence, part 1

(Sections cited here and not found follow in the second part.)

## I. Rotatory strengths from the mixed response, and their sum

### The form fixed by symmetry and dimensions

Let a uniform magnetic field $\mathbf B(t)=\mathbf B_0\cos\omega t$ act on a sample of randomly oriented molecules, and ask for the mean electric dipole moment $\overline{\delta\boldsymbol\mu}$ that is linear in the field. An isotropic sample singles out no direction, so $\overline{\delta\boldsymbol\mu}$ can contain only $\mathbf B$ and $\dot{\mathbf B}$, multiplied by functions of $\omega^2$ (a second time derivative merely gives $-\omega^2$). Away from resonance there is no absorption, and a nonmagnetic molecule obeys time-reversal symmetry. Under time reversal $\boldsymbol\mu$ keeps its sign, $\mathbf B$ changes sign, and $\dot{\mathbf B}$ keeps its sign. The term in $\mathbf B$ is therefore forbidden, which leaves

$$\overline{\delta\boldsymbol\mu}=-\beta(\omega)\,\dot{\mathbf B}. \tag{1}$$

Under inversion $\boldsymbol\mu$ changes sign and $\dot{\mathbf B}$ does not, so $\beta$ must change sign between a molecule and its mirror image. It vanishes for a molecule that coincides with its mirror image.

The contribution of an excited state $n$ to $\beta$ must be bilinear in the transition moments $\boldsymbol\mu_{0n}$ and $\mathbf m_{n0}$, because one moment couples to the field and the other is observed. The rotational scalar that they form is $\boldsymbol\mu_{0n}\cdot\mathbf m_{n0}$. With real wave functions the electric moment is real and the magnetic moment, which contains $-i\hbar\nabla$, is imaginary. The real quantity available is the rotatory strength

$$R_n=\operatorname{Im}\left(\boldsymbol\mu_{0n}\cdot\mathbf m_{n0}\right). \tag{2}$$

Its unit is C m J/T, while $\beta$ has the unit C m s/T. The factor between them thus has the dimension of $1/(\hbar\,\times\text{frequency}^2)$, and a resonance at $\omega_n$ suggests $\beta\propto\sum_n R_n/[\hbar(\omega_n^2-\omega^2)]$. The sign and the number in front require a calculation.

### The exact residue

The electrons have charge $-e$ and mass $m_e$, the nuclei are fixed, and SI units are used. The field is described by the vector potential $\mathbf A=\tfrac12\mathbf B\times(\mathbf r-\mathbf O)$, where $\mathbf O$ is an arbitrary magnetic origin. Since $\nabla\cdot\mathbf A=0$, the term of $(\mathbf p+e\mathbf A)^2/2m_e$ linear in the field is

$$\frac{e}{m_e}\mathbf A\cdot\mathbf p=\frac{e}{2m_e}\,\mathbf B\cdot\left[(\mathbf r-\mathbf O)\times\mathbf p\right]\equiv\frac{e}{2m_e}\mathbf B\cdot\mathbf L_O . \tag{3}$$

The perturbation is $-\mathbf m\cdot\mathbf B$ with $\mathbf m=-(e/2m_e)\sum_k\mathbf L_{O,k}$, summed over the electrons. Spin is left out because a singlet ground state has no spin-magnetic transition to singlet states.

Write the perturbed state as $e^{-iE_0t/\hbar}\left(|0\rangle+\sum_n c_n(t)|n\rangle\right)$, with excitation energies $\hbar\omega_n$. To first order,

$$i\hbar\dot c_n=\hbar\omega_n c_n-\mathbf m_{n0}\cdot\mathbf B_0\cos\omega t . \tag{4}$$

Insert $c_n=x_n\cos\omega t+y_n\sin\omega t$. The sine terms give $-i\omega x_n=\omega_n y_n$, and the cosine terms give $i\omega y_n=\omega_n x_n-\mathbf m_{n0}\cdot\mathbf B_0/\hbar$. Substituting the first relation in the second yields

$$x_n=\frac{\omega_n\,\mathbf m_{n0}\cdot\mathbf B_0}{\hbar(\omega_n^2-\omega^2)},\qquad y_n=\frac{-i\omega\,\mathbf m_{n0}\cdot\mathbf B_0}{\hbar(\omega_n^2-\omega^2)} . \tag{5}$$

The induced dipole is $\delta\mu_\alpha=2\operatorname{Re}\sum_n\mu_{\alpha,0n}c_n$. Here $\mu_{\alpha,0n}$ is real and $x_n$ is imaginary, so the cosine part drops out, as time reversal requires. In the sine part, $-i\,m_{\beta,n0}=\operatorname{Im}m_{\beta,n0}$. Using $\dot B_\beta=-\omega B_{0\beta}\sin\omega t$,

$$\delta\mu_\alpha=-\frac2\hbar\sum_n\frac{\operatorname{Im}(\mu_{\alpha,0n}\,m_{\beta,n0})}{\omega_n^2-\omega^2}\,\dot B_\beta , \tag{6}$$

where a repeated Cartesian index is summed. Averaging a second-rank tensor over all orientations gives a multiple of $\delta_{\alpha\beta}$. Rotations preserve the trace, so that multiple is one third of the trace. Hence

$$\beta(\omega)=\frac{2}{3\hbar}\sum_n\frac{R_n}{\omega_n^2-\omega^2}. \tag{7}$$

For degenerate states, the sum of $R_n$ over the degenerate set is the quantity that (7) determines. The statements below concern this trace and not the single components of the tensor in (6).

### The same residue from the Sternheimer equations

Now take a closed-shell Kohn–Sham ground state with real orbitals. The exchange-correlation functional is adiabatic and depends on the density and its gradients but not on the current. The Kohn–Sham potential $v$ is then a multiplication operator, and the magnetic field enters the orbital equations through (3) alone. Indices $i,j$ denote occupied orbitals and $a,b$ virtual ones, with $\Delta_{ai}=\varepsilon_a-\varepsilon_i>0$. Define the real quantities

$$\mathbf r_{ai}=\langle a|\mathbf r|i\rangle,\qquad \mathbf g_{ai}=\langle a|\nabla|i\rangle,\qquad \mathbf Q_{ai}=-\frac{e\hbar}{2m_e}\langle a|(\mathbf r-\mathbf O)\times\nabla|i\rangle . \tag{8}$$

Because $\mathbf p=-i\hbar\nabla$, the matrix element of (3) between $a$ and $i$ is $i\mathbf Q_{ai}\cdot\mathbf B$.

Write the perturbed orbital as $e^{-i\varepsilon_it/\hbar}\left(\phi_i+\sum_a\phi_a u_{ai}\right)$ and split $u_{ai}=X_{ai}+iY_{ai}$ into real and imaginary parts. Each spatial orbital holds two electrons, and each contributes $2\operatorname{Re}(\phi_i\phi_a u_{ai})$ to the density, so

$$\delta\rho=4\sum_{ai}\phi_a\phi_i X_{ai}. \tag{9}$$

The imaginary part $Y$ carries current but no density. The induced potential has matrix elements $4\sum_{bj}K_{ai,bj}X_{bj}$, where

$$K_{ai,bj}=\iint\phi_a\phi_i(\mathbf r)\left[\frac{e^2}{4\pi\varepsilon_0|\mathbf r-\mathbf r'|}+f_{xc}(\mathbf r,\mathbf r')\right]\phi_b\phi_j(\mathbf r')\,d^3r\,d^3r' . \tag{10}$$

Here $f_{xc}$ is the derivative of the exchange-correlation potential with respect to the density, and $K$ is real and symmetric. Projecting the time-dependent equation for orbital $i$ on $\phi_a$ gives

$$i\hbar(\dot X+i\dot Y)=\Delta(X+iY)+i\mathbf Q\cdot\mathbf B+4KX, \tag{11}$$

with the pair index $ai$ suppressed and $\Delta$ read as a diagonal matrix. The real and imaginary parts are the Sternheimer equations in the orbital basis:

$$-\hbar\dot Y=MX,\quad M=\Delta+4K;\qquad \hbar\dot X=\Delta Y+\mathbf Q\cdot\mathbf B . \tag{12}$$

The magnetic field thus drives $Y$ and $X$ unequally. In a constant field, $\dot X=\dot Y=0$, so $MX=0$ and no dipole is induced. This is the statement of (1) that the response needs $\dot{\mathbf B}$.

Differentiate the second equation of (12) with respect to time and insert the first:

$$\hbar^2\ddot X=\Delta\,\hbar\dot Y+\hbar\mathbf Q\cdot\dot{\mathbf B}=-\Delta MX+\hbar\mathbf Q\cdot\dot{\mathbf B}. \tag{13}$$

At frequency $\omega$, $\ddot X=-\omega^2X$, so $(\Delta M-\hbar^2\omega^2)X=\hbar\mathbf Q\cdot\dot{\mathbf B}$. The matrix $\Delta M$ is not symmetric. Setting $X=\Delta^{1/2}W$ and multiplying from the left by $\Delta^{-1/2}$ produces a symmetric one:

$$\left(\Delta^{1/2}M\Delta^{1/2}-\hbar^2\omega^2\right)W=\hbar\,\Delta^{-1/2}\mathbf Q\cdot\dot{\mathbf B}. \tag{14}$$

Its orthonormal eigenvectors $Z_n$ satisfy

$$\Delta^{1/2}M\Delta^{1/2}Z_n=(\hbar\omega_n)^2Z_n . \tag{15}$$

The eigenvalues are taken to be positive, which means that the ground state is stable against such changes of the orbitals. Define three transition vectors,

$$\tilde{\mathbf r}_n=\sum_{ai}\mathbf r_{ai}\Delta_{ai}^{1/2}Z_{ai,n},\quad \tilde{\mathbf g}_n=\sum_{ai}\mathbf g_{ai}\Delta_{ai}^{-1/2}Z_{ai,n},\quad \tilde{\mathbf q}_n=\sum_{ai}\mathbf Q_{ai}\Delta_{ai}^{-1/2}Z_{ai,n}. \tag{16}$$

Expanding $W$ in the $Z_n$ gives $W=\sum_n Z_n\,\tilde{\mathbf q}_n\cdot\dot{\mathbf B}/[\hbar(\omega_n^2-\omega^2)]$. The dipole follows from (9) as $\delta\boldsymbol\mu=-4e\sum_{ai}\mathbf r_{ai}X_{ai}$, and therefore

$$\delta\mu_\alpha=-\frac{4e}{\hbar}\sum_n\frac{\tilde r_{n\alpha}\,\tilde q_{n\beta}}{\omega_n^2-\omega^2}\,\dot B_\beta . \tag{17}$$

Comparison of the traces of (6) and (17), pole by pole, gives the rotatory strength in length form,

$$R_n=2e\,\tilde{\mathbf r}_n\cdot\tilde{\mathbf q}_n . \tag{18}$$

The limit $K=0$ checks the factor. Each $Z_n$ then selects one pair $ai$, the powers of $\Delta$ cancel, and $R_n=2e\,\mathbf r_{ai}\cdot\mathbf Q_{ai}$. Directly, the normalized singlet excitation has $\boldsymbol\mu_{0n}=-\sqrt2\,e\,\mathbf r_{ai}$ and $\mathbf m_{n0}=-\sqrt2\,i\,\mathbf Q_{ai}$. The imaginary part of their product is the same.

### The sum over all states

For exact states the sum follows from closure. The states $|n\rangle$ together with $|0\rangle$ are complete, so

$$\sum_{n\neq0}R_n=\operatorname{Im}\langle0|\boldsymbol\mu\cdot\mathbf m|0\rangle-\operatorname{Im}\left(\boldsymbol\mu_{00}\cdot\mathbf m_{00}\right). \tag{19}$$

The last term vanishes: $\mathbf m_{00}$ is real because $\mathbf m$ is Hermitian and imaginary because the wave function is real, so it is zero. The nuclear part of $\boldsymbol\mu$ is a constant and then contributes nothing to the first term either. The electronic part of that term is

$$\boldsymbol\mu\cdot\mathbf m=\frac{e^2}{2m_e}\sum_{jk}\mathbf r_j\cdot\left[(\mathbf r_k-\mathbf O)\times\mathbf p_k\right], \tag{20}$$

where $j$ and $k$ label electrons. For $j\neq k$ the two factors are commuting Hermitian operators, and the expectation value of their product is real. For $j=k$ the part $\mathbf r\cdot(\mathbf r\times\mathbf p)$ is zero, since $r_\alpha r_\beta$ is symmetric and is contracted with an antisymmetric symbol. The part $-\mathbf r\cdot(\mathbf O\times\mathbf p)$ contains only products $r_\alpha p_\gamma$ with $\alpha\neq\gamma$. These commute, and the expectation value is again real. Hence

$$\sum_{n\neq0}R_n=0 . \tag{21}$$

A chiral molecule therefore has rotatory strengths of both signs, unless all of them vanish. The sum also governs high frequencies. For a finite set of states, expansion of (7) at $\omega\gg\omega_n$ gives $\beta=-(2/3\hbar\omega^2)\sum_nR_n$ plus terms of order $\omega^{-4}$, so a vanishing sum removes the slowest decay.

The orbital formula (18) needs its own proof, because it is used in a finite basis. The eigenvectors obey $\sum_nZ_nZ_n^{T}=1$, and in (18) the powers $\Delta^{1/2}$ and $\Delta^{-1/2}$ cancel:

$$\sum_nR_n=2e\sum_{ai}\mathbf r_{ai}\cdot\mathbf Q_{ai}. \tag{22}$$

The kernel has disappeared. It redistributes rotatory strength among the excitations without changing the length-form total.

Let $P$ be the projector on the span of the basis. The virtual orbitals fill what the occupied ones leave, so $\sum_a|a\rangle\langle a|=P-\sum_j|j\rangle\langle j|$. The subtracted part of (22) is $2e\sum_{ij}\mathbf r_{ij}\cdot\mathbf Q_{ji}$. The matrix $\mathbf r_{ij}$ is symmetric. Each component of $(\mathbf r-\mathbf O)\times\nabla$ multiplies a derivative by a different coordinate, so integration by parts makes $\mathbf Q_{ji}$ antisymmetric. The double sum is zero, and

$$\sum_nR_n=-\frac{e^2\hbar}{m_e}\sum_i\sum_k\left\langle r_k\phi_i\right|P\left|\left[(\mathbf r-\mathbf O)\times\nabla\phi_i\right]_k\right\rangle . \tag{23}$$

Suppose that every function $r_k\phi_i$ lies in the span. Then $P$ can be dropped, since it acts to the left as the identity. The integrand becomes $\phi_i\,\mathbf r\cdot(\mathbf r\times\nabla\phi_i)=0$ minus $\phi_i\,\mathbf r\cdot(\mathbf O\times\nabla\phi_i)$. The latter integrates to

$$\tfrac12\int(\mathbf r\times\mathbf O)\cdot\nabla\phi_i^2\,d^3r=-\tfrac12\int\phi_i^2\,\nabla\cdot(\mathbf r\times\mathbf O)\,d^3r=0, \tag{24}$$

because $\nabla\cdot(\mathbf r\times\mathbf O)=\mathbf O\cdot(\nabla\times\mathbf r)=0$. The length-form sum thus vanishes in a complete basis, and already in a finite basis that contains the products of the occupied orbitals with $x$, $y$ and $z$. This condition is sufficient. Without it, $P$ cuts off part of $r_k\phi_i$ and the sum is in general not zero.

## II. Dependence on the magnetic origin

The symbols carried over are these. Occupied and virtual orbitals $\phi_i,\phi_a$ have the energy differences $\Delta_{ai}$ and the real matrix elements $\mathbf r_{ai}$, $\mathbf g_{ai}=\langle a|\nabla|i\rangle$ and $\mathbf Q_{ai}$ of (8). The magnetic perturbation is $i\mathbf Q_{ai}\cdot\mathbf B$ with magnetic origin $\mathbf O$. The eigenvectors $Z_n$ of (15) turn these elements into the transition vectors $\tilde{\mathbf r}_n$ (weight $\Delta^{1/2}$), $\tilde{\mathbf g}_n$ and $\tilde{\mathbf q}_n$ (weight $\Delta^{-1/2}$). The length form is $R_n=2e\,\tilde{\mathbf r}_n\cdot\tilde{\mathbf q}_n$.

### Why the exact trace cannot depend on the origin

Moving $\mathbf O$ to $\mathbf O+\mathbf d$ changes $\mathbf A$ by the uniform vector $-\tfrac12\mathbf B\times\mathbf d$. The magnetic field is the same, but a uniform electric field $\tfrac12\dot{\mathbf B}\times\mathbf d$ is added. The molecule answers it through its polarizability $\alpha_{\alpha\beta}$, and the coefficient of $\dot B_\gamma$ changes by $\tfrac12\alpha_{\alpha\beta}\epsilon_{\beta\gamma\delta}d_\delta$. This is in general not zero, so single components of the mixed tensor depend on the origin even for exact states. In the trace, $\gamma=\alpha$, the symmetric $\alpha_{\alpha\beta}$ meets an antisymmetric symbol and the change vanishes. The argument assumes that a uniform vector potential and the corresponding electric field act identically, and a finite basis need not respect this.

The rotatory strengths have been obtained from the mixed response, their sum has been shown to vanish for exact states and for the length form in a complete basis, and the exact trace has been shown not to depend on the magnetic origin. What remains is the origin dependence in a finite basis, the velocity and London forms that remove it, and a numerical test on hydrogen peroxide.
